# Exchange-only compressibility of the uniform electron gas

## The problem

A gas of $N$ electrons fills a volume $V$ at zero temperature, with uniform density $n=N/V$ and equal numbers of both spins. A uniform positive background neutralizes it and expands or contracts together with the electrons. The electrons occupy the plane waves with $|\mathbf k|<k_F$, and the energy is approximated by the mean energy of this single determinant: kinetic energy plus exchange. Correlation is left out.

Hartree atomic units are used: $\hbar$, the electron mass and $e^2/(4\pi\varepsilon_0)$ equal one, lengths are in bohr and energies in hartree. The density parameter $r_s$ is the radius of a sphere that holds one electron on average,

$$\frac{4\pi}{3}r_s^3=\frac1n .$$

The pressure $P$ and the compressibility $K$ are defined at fixed $N$ by

$$P=-\frac{dE}{dV},\qquad \frac1K=-V\frac{dP}{dV}.$$

$K_0$ is the compressibility of free electrons at the same density.

**(a)** Find the kinetic energy $t$ and the exchange energy $e_x$ per electron as functions of $k_F$.

**(b)** Find $P$ and $1/K$ in terms of $n$, $t$ and $e_x$.

**(c)** Show that $K_0/K=1-0.521\,r_s/\pi$. At which $r_s$ does the compressibility change sign, and how does $K$ itself behave there?

**(d)** Evaluate the pressure and both inverse compressibilities at $r_s=4$.

**(e)** Does the pressure change sign at the same density as the compressibility? What does a negative compressibility say about stability?

## Hints

**For (a).** Count the plane waves in a periodic box to connect $n$ with $k_F$. Exchange acts between electrons of equal spin and needs the one-spin density matrix, which is an integral of $e^{i\mathbf k\cdot\mathbf s}$ over the Fermi sphere. The remaining radial integral contains the spherical Bessel function $j_1$. Before attempting it, differentiate $j_0^2+j_1^2$.

**For (b).** At fixed $N$, $k_F$ varies as $V^{-1/3}$. Each energy is a power of $V$, so the operation $V\,d/dV$ multiplies it by a number.

**For (c).** Divide $1/K$ by $1/K_0$. The density cancels, and the ratio $e_x/t$ remains.

**For (e).** Let half the volume have density $n+\delta$ and the other half $n-\delta$. Compare the energy with that of the uniform gas.

## Full solution

### (a) Kinetic and exchange energy

**Density.** In a periodic box the allowed wave vectors have density $V/(2\pi)^3$ in $\mathbf k$-space. With two spins per wave vector,

$$N=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{Vk_F^3}{3\pi^2},\qquad n=\frac{k_F^3}{3\pi^2}.$$

Inserting $n=3/(4\pi r_s^3)$ gives $k_F^3=9\pi/(4r_s^3)$, hence

$$k_F=\frac{1}{\alpha r_s},\qquad \alpha=\left(\frac{4}{9\pi}\right)^{1/3}=0.521 .$$

**Kinetic energy.** This is the average of $k^2/2$ over the Fermi sphere. The weight of a shell is proportional to $k^2dk$:

$$t=\frac{\int_0^{k_F}\tfrac12k^4\,dk}{\int_0^{k_F}k^2\,dk}=\frac{k_F^5/10}{k_F^3/3}=\frac{3}{10}k_F^2 .$$

**Where exchange comes from.** Two electrons in orbitals $a$ and $b$ have the antisymmetric state $[\phi_a(1)\phi_b(2)-\phi_b(1)\phi_a(2)]/\sqrt2$. The mean of $1/|\mathbf r-\mathbf r'|$ in this state is a direct term minus the cross term

$$\iint\frac{\phi_a^*(\mathbf r)\phi_b^*(\mathbf r')\,\phi_b(\mathbf r)\phi_a(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The cross term vanishes for opposite spins, because the spin functions are orthogonal. In a determinant of $N$ orbitals each occupied pair contributes in this way.

The sum over pairs is half the sum over all $a$ and $b$. The terms $a=b$ may be included, since they cancel between the direct and the exchange sums. The direct sum is the electrostatic energy of the electron density with itself. Together with the background it gives zero, because the total charge density vanishes everywhere. What remains is

$$E_x=-\frac12\sum_\sigma\iint\frac{|\rho_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad \rho_\sigma(\mathbf r,\mathbf r')=\sum_{a}\phi_a(\mathbf r)\phi_a^*(\mathbf r'),$$

where $a$ runs over the occupied orbitals of spin $\sigma$.

**Density matrix.** For plane waves $\phi=e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ it depends on $\mathbf s=\mathbf r-\mathbf r'$. The average of $e^{i\mathbf k\cdot\mathbf s}$ over directions of $\mathbf k$ is $\sin(ks)/(ks)$, so

$$\rho_\sigma=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf s}=\frac{1}{2\pi^2s}\int_0^{k_F}k\sin(ks)\,dk=\frac{\sin x-x\cos x}{2\pi^2s^3},\qquad x=k_Fs .$$

Since $j_1(x)=(\sin x-x\cos x)/x^2$ and $k_F^3=3\pi^2n$,

$$\rho_\sigma=\frac{k_F^3}{2\pi^2}\frac{j_1(x)}{x}=\frac{3n}{2}\,\frac{j_1(x)}{x}.$$

For $x\to0$, $j_1/x\to1/3$ and $\rho_\sigma\to n/2$, the density of one spin, as it must be.

**Radial integral.** The two spins contribute equally, which cancels the factor $\tfrac12$. One of the two space integrals gives $V$. In the other, $s^2ds/s=s\,ds=x\,dx/k_F^2$:

$$E_x=-V\int_0^\infty4\pi s^2\,\frac1s\,\frac{9n^2}{4}\frac{j_1^2}{x^2}\,ds=-\frac{9\pi n^2V}{k_F^2}\,I,\qquad I=\int_0^\infty\frac{j_1^2(x)}{x}\,dx .$$

With $j_0=\sin x/x$, direct differentiation gives

$$j_0'=\frac{\cos x}{x}-\frac{\sin x}{x^2}=-j_1,$$

$$j_1'=\frac{\sin x}{x}+\frac{2\cos x}{x^2}-\frac{2\sin x}{x^3}=j_0-\frac{2j_1}{x}.$$

Therefore

$$\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.$$

At infinity both functions vanish, while $j_0(0)=1$ and $j_1(0)=0$. Integration from $0$ to $\infty$ gives $0-1=-4I$, so $I=1/4$. Dividing $E_x$ by $N=nV$,

$$e_x=-\frac{9\pi n}{4k_F^2}=-\frac{9\pi}{4k_F^2}\,\frac{k_F^3}{3\pi^2}=-\frac{3k_F}{4\pi}.$$

In terms of the density parameter, $t=1.105/r_s^2$ and $e_x=-0.458/r_s$. Kinetic energy dominates in a dense gas, exchange in a dilute one.

### (b) Pressure and inverse compressibility

At fixed $N$, $k_F\propto V^{-1/3}$, so $t\propto V^{-2/3}$ and $e_x\propto V^{-1/3}$. Their derivatives are

$$\frac{dt}{dV}=-\frac{2t}{3V},\qquad \frac{de_x}{dV}=-\frac{e_x}{3V}.$$

With $E=N(t+e_x)$,

$$P=-N\frac{d(t+e_x)}{dV}=\frac n3\,(2t+e_x).$$

The factor $n=N/V$ supplies one more power of $V^{-1}$. Thus $nt\propto V^{-5/3}$ and $ne_x\propto V^{-4/3}$, and the operation $-V\,d/dV$ multiplies them by $5/3$ and $4/3$:

$$\frac1K=\frac53\cdot\frac23\,nt+\frac43\cdot\frac13\,ne_x=\frac n9\,(10t+4e_x).$$

Without exchange this becomes $1/K_0=10nt/9=nk_F^2/3$.

### (c) The ratio and its sign change

Dividing the two results,

$$\frac{K_0}{K}=\frac{10t+4e_x}{10t}=1+\frac25\,\frac{e_x}{t}.$$

The energies from (a) give

$$\frac25\,\frac{e_x}{t}=\frac25\left(-\frac{3k_F}{4\pi}\right)\frac{10}{3k_F^2}=-\frac{1}{\pi k_F}=-\frac{\alpha r_s}{\pi},$$

and therefore

$$\boxed{\frac{K_0}{K}=1-\frac{\alpha r_s}{\pi}=1-\frac{0.521\,r_s}{\pi}}$$

This is a ratio of inverse compressibilities: $K$ stands in the denominator. As $r_s\to0$ the ratio tends to one and the free gas is recovered. As $r_s$ grows, exchange reduces $1/K$ relative to $1/K_0$, so as long as $K$ is positive the gas is easier to compress than free electrons. The ratio vanishes at

$$r_s=\frac{\pi}{\alpha}=6.03 .$$

Since $1/K$ passes through zero, $K$ changes sign through infinity. Near the zero the values depend on further digits of $\alpha$. With $\alpha=0.52106$, at $r_s=5.9$ the formula gives $K/K_0=46.7$, and at $r_s=6.1$ it gives $K/K_0=-85.2$.

A numerical check builds the energy from the double integral over momenta instead of the density matrix, and differentiates it by finite differences in $V$. It finds the sign change at the same $r_s$.

### (d) Numbers at $r_s=4$

The density and Fermi wave number are

$$n=\frac{3}{4\pi\cdot4^3}=3.730\times10^{-3}\ \text{bohr}^{-3},\qquad k_F=\frac{1.9192}{4}=0.4798\ \text{bohr}^{-1}.$$

The energies per electron are

$$t=0.3\times0.4798^2=0.06906\ \text{hartree},\qquad e_x=-\frac{3\times0.4798}{4\pi}=-0.11454\ \text{hartree}.$$

The pressure, in hartree/bohr³, is

$$P=\frac{3.730\times10^{-3}}{3}\,(0.13812-0.11454)=2.93\times10^{-5}.$$

The inverse compressibilities, in the same unit, are

$$\frac1{K_0}=\frac{3.730\times10^{-3}}{9}\times0.6906=2.862\times10^{-4},$$

$$\frac1K=\frac{3.730\times10^{-3}}{9}\,(0.6906-0.4582)=9.63\times10^{-5}.$$

These are 8.42 GPa and 2.83 GPa. Their ratio is $K_0/K=0.337$, in agreement with $1-0.16586\times4=0.3366$. At this density exchange removes about two thirds of the free-electron resistance to compression.

### (e) Pressure, compressibility and stability

**Sign of the pressure.** The pressure vanishes when $2t+e_x=0$:

$$\frac{3k_F^2}{5}=\frac{3k_F}{4\pi},\qquad k_F=\frac{5}{4\pi},\qquad r_s=\frac{4\pi}{5\alpha}=4.82 .$$

Because $P=-dE/dV$, this is the stationary point of the energy. It is a minimum, since $d^2E/dV^2=1/(KV)$ is positive there. Between $r_s=4.82$ and $6.03$ the pressure is negative while the compressibility is still positive. The gas is then under tension, but its pressure still rises when it is compressed.

**Background that follows the electrons.** Write the energy per volume as $w(n)=n(t+e_x)$. At fixed $N$, $E=Nw/n$ and $-V\,d/dV=n\,d/dn$. Hence

$$P=\frac{n}{V}\frac{dE}{dn}=n^2\frac{d}{dn}\left(\frac wn\right)=nw'-w,\qquad \frac1K=n\frac{dP}{dn}=n\,(w'+nw''-w')=n^2w''.$$

Now give half the volume the density $n+\delta$ and the other half $n-\delta$, with the background adjusting so that each half stays neutral. The halves are taken so large that the energy of their boundary is negligible. To second order in $\delta$, the change of energy per volume is

$$\tfrac12\left[w(n+\delta)+w(n-\delta)\right]-w(n)=\tfrac12w''\delta^2=\frac{\delta^2}{2n^2K}.$$

For $K<0$ the separation lowers the energy, so the uniform gas is unstable. For $K>0$ this second-order test shows stability against small $\delta$ only. Between $r_s=4.82$ and $6.03$ the gas is merely metastable: the energy per electron is lowest at $r_s=4.82$, so contracting to that density and leaving the rest of the volume empty lowers the total energy. The origin of the effect is visible in $w$. The kinetic part grows as $n^{5/3}$ and is convex, which favours uniform density. The exchange part is proportional to $-n^{4/3}$ and is concave, which favours separation. Beyond $r_s=6.03$ the concave part has the larger curvature.

**Rigid background.** If the background cannot move, a density change $\delta\cos(\mathbf q\cdot\mathbf r)$ leaves uncompensated charge. By Poisson's equation its potential has amplitude $4\pi\delta/q^2$. The electrostatic energy per volume is half the average of density change times potential, and the average of $\cos^2$ is $\tfrac12$:

$$\frac12\cdot\frac12\cdot\frac{4\pi\delta^2}{q^2}=\frac{\pi\delta^2}{q^2}.$$

For slow variations $w$ can be applied point by point, and its second-order change averages to $\tfrac14w''\delta^2$. The sum is

$$\frac{\delta^2}{4}\left(w''+\frac{4\pi}{q^2}\right).$$

At small $q$ the electrostatic term outweighs any finite negative $w''$. A negative compressibility therefore does not by itself make the gas unstable against long waves when the background is rigid. At larger $q$ the point-by-point use of $w(n)$ is no longer justified, and this estimate decides nothing.

## Variation 1: all spins parallel

*Repeat the calculation for the fully polarized gas. Which of the two gases has the lower energy near $r_s=6$?*

One spin now holds all electrons, so $n=q_F^3/(6\pi^2)$. At equal density $q_F=c\,k_F$ with $c=2^{1/3}$. The average over the Fermi sphere gives $t_p=3q_F^2/10=c^2t$.

The density matrix of the single occupied spin is $3n\,j_1(x)/x$, with $x=q_Fs$. The factor $\tfrac12$ in $E_x$ now remains, and

$$e_{x,p}=-\frac12\cdot9n\cdot\frac{4\pi}{q_F^2}\cdot\frac14=-\frac{9\pi n}{2q_F^2}=-\frac{3q_F}{4\pi}=c\,e_x .$$

Both energies have their earlier form with $k_F$ replaced by $q_F$, and the powers of $V$ are unchanged. Relative to free polarized electrons, with compressibility $K_{0,p}$,

$$\frac{K_{0,p}}{K_p}=1-\frac{1}{\pi q_F}=1-\frac{\alpha r_s}{c\,\pi},$$

which vanishes at $r_s=c\,\pi/\alpha=7.60$.

The energies of the two gases are equal when $c^2t+c\,e_x=t+e_x$, that is, $(c^2-1)\,t=-(c-1)\,e_x$. Dividing by $c-1$,

$$(c+1)\frac{3k_F^2}{10}=\frac{3k_F}{4\pi},\qquad k_F=\frac{5}{2\pi(c+1)},\qquad r_s=\frac{2\pi(c+1)}{5\alpha}=5.45 .$$

At larger $r_s$ exchange outweighs the extra kinetic energy, and the polarized gas is lower. The sign change at $r_s=6.03$ thus belongs to the unpolarized gas, which in the exchange-only model is no longer the lower of these two states. At that density the polarized gas still has a positive compressibility. The crossing at $r_s=5.45$ is a feature of the exchange-only model. With the Perdew–Wang correlation energy of Variation 2 added to both gases, the polarized gas lies 0.0096 hartree per electron above the unpolarized one at $r_s=6$, and the crossing moves to $r_s\approx73$.

## Variation 2: adding correlation

*Let the unpolarized gas also have a correlation energy $e_c(n)$ per electron. How does the ratio change, and where does it vanish?*

The energy per volume gains the term $n\,e_c$. From $1/K=n^2w''$ and $1/K_0=nk_F^2/3$, the new term in the ratio carries the factor

$$\frac{n^2}{nk_F^2/3}=\frac{3n}{k_F^2}=\frac{k_F}{\pi^2},$$

so that

$$\frac{K_0}{K}=1-\frac{\alpha r_s}{\pi}+\frac{k_F}{\pi^2}\,\frac{d^2(n\,e_c)}{dn^2}.$$

The Perdew–Wang local correlation functional, evaluated numerically, gives these values of $K_0/K$:

| $r_s$ | exchange only | with correlation |
|---|---|---|
| 1 | 0.834 | 0.828 |
| 2 | 0.668 | 0.645 |
| 4 | 0.337 | 0.256 |
| 5 | 0.171 | 0.052 |
| 6 | 0.005 | −0.157 |

At each listed density correlation lowers the ratio, so the second derivative of $n\,e_c$ is negative there. The zero moves from $r_s=6.03$ to $5.25$, a decrease of about 13 % relative to the exchange-only value. With this functional the sign change survives the inclusion of correlation, but it occurs at a higher density. The last digits depend on the fit: other common parametrizations (Vosko–Wilk–Nusair, Perdew–Zunger, Chachiyo) shift the value at $r_s=6$ by up to 0.008 and place the zero between 5.24 and 5.28.

## Computed values

```
alpha = 0.52106
alpha/pi = 0.16586 per bohr
kF*rs = 1.91916
t*rs^2 = 1.10495 hartree bohr^2
ex*rs = -0.45817 hartree bohr
integral of j1^2/x up to x=200: 0.249994
Worked example
rs = 4.0 bohr
n = 3.730194e-03 bohr^-3
kF = 0.47979 bohr^-1
t = 0.069059 hartree
ex = -0.114541 hartree
t + ex = -0.045482 hartree
P = 2.9316e-05 hartree/bohr^3
1/K0 = 2.8623e-04 hartree/bohr^3
1/K = 9.6334e-05 hartree/bohr^3
1/K0 = 8.421 GPa
1/K = 2.834 GPa
K0/K from 1/K and 1/K0 = 0.3366
K0/K from finite differences = 0.3366
Table: rs (bohr), K0/K exchange only, K0/K with correlation
1.0    0.8341    0.8275
2.0    0.6683    0.6447
3.0    0.5024    0.4537
4.0    0.3366    0.2557
5.0    0.1707    0.0517
6.0    0.0048   -0.1574
7.0   -0.1610   -0.3711
8.0   -0.3269   -0.5889
K/K0 at rs = 5.9 bohr: 46.7
K/K0 at rs = 6.1 bohr: -85.2
Sign changes, rs in bohr
1/K = 0, formula: 6.0292
1/K = 0, numerical energy: 6.0292
P = 0, formula: 4.8234
P = 0, numerical energy: 4.8234
polarized gas becomes lower, formula: 5.4502
polarized gas becomes lower, numerical: 5.4502
1/K = 0, polarized, formula: 7.5963
1/K = 0, polarized, numerical: 7.5963
1/K = 0, unpolarized with correlation: 5.2495
largest error of K0/K in the tests: 1.6e-07
```
